\section*{Equilibrium critical thickness of a silicon-germanium film on silicon}

\section*{Problem}

A coherent, uncapped Si$_{0.8}$Ge$_{0.2}$ film of thickness $h$ lies on a thick Si(001) substrate. A threading dislocation already crosses the film. If its upper part glides sideways, it leaves a straight misfit dislocation at the interface, which relieves strain but costs line energy.

\begin{enumerate}
\item Derive the thickness $h_c$ at which the misfit force on the thread equals the line tension of the misfit dislocation.
\item Solve the equation numerically.
\item Decide how many digits of the answer deserve trust.
\end{enumerate}

Use isotropic elasticity with equal moduli in film and substrate, and neglect lattice friction. Rough typical inputs are the Si lattice constant $a=0.543$ nm, a full Ge/Si mismatch of 0.042 taken as linear in composition, Poisson ratio $\nu=0.28$ and shear modulus $G=65$ GPa. The glide plane is $(111)$, the misfit line runs along $\mathbf l=[1,-1,0]/\sqrt2$, and the Burgers vector is $\mathbf b=(a/2)[0,1,-1]$.

\section*{Hints}

\begin{enumerate}
\item Split $\mathbf b$ into parts along the line, across it in the interface, and vertical.
\item The Peach--Koehler force on an element $d\mathbf r$ is $(\boldsymbol\sigma\mathbf b)\times d\mathbf r$. In a uniform stress its integral depends on the end points of the thread alone.
\item Below a free surface, the depth $h$ and the core radius $r_0$ are the two lengths in the elastic problem. The dependence on $h$ follows from that on $r_0$.
\item The final equation has the form $h=A[\ln(h/b)+1]$. Find the minimum of the difference of its two sides before you iterate.
\end{enumerate}

\section*{Solution}

\subsection*{Geometry and film stress}

The Burgers length is $b=a/\sqrt2$. With $\mathbf n=[1,1,0]/\sqrt2$, the in-interface normal to the line,
\begin{equation}
|\mathbf b\cdot\mathbf l|=\frac{a}{2\sqrt2}=\frac b2,\qquad
|\mathbf b\cdot\mathbf n|=\frac b2,\qquad
|b_z|=\frac a2=\frac b{\sqrt2}.
\end{equation}
The squares add to $b^2$. The angle $\beta$ between $\mathbf b$ and the line, and the angle $\lambda$ between $\mathbf b$ and $\mathbf n$, therefore have cosines of magnitude $1/2$.

The film is compressed by $f$ in both in-plane directions. We use magnitudes and choose the sign of $\mathbf b$ that relieves the misfit. The free surface sets $\sigma_{zz}=0$, so Hooke's law with Young's modulus $2G(1+\nu)$ reads $f=\sigma(1-\nu)/[2G(1+\nu)]$, or
\begin{equation}
\sigma=\frac{2G(1+\nu)}{1-\nu}\,f .
\end{equation}

\subsection*{Misfit force}

Let $\Delta\mathbf r$ join the ends of the thread, at the interface and at the surface. Since $\boldsymbol\sigma\mathbf b$ is constant in the film, the force component along $\mathbf l$ is
\begin{equation}
F_m=\mathbf l\cdot\left[(\boldsymbol\sigma\mathbf b)\times\int d\mathbf r\right]
=\mathbf l\cdot\left[(\boldsymbol\sigma\mathbf b)\times\Delta\mathbf r\right].
\end{equation}
In the glide plane, $\Delta\mathbf r=(h/2)(-1,-1,2)+c\,\mathbf l$. The term in $c$ drops out of the triple product, so the shape and inclination of the thread do not matter. The stress acts in the plane, hence $\boldsymbol\sigma\mathbf b=\sigma(a/2)(0,1,0)$. With $(0,1,0)\times(-1,-1,2)=(2,0,1)$,
\begin{equation}
F_m=\sigma\,\frac a2\,\frac h2\,\frac{2}{\sqrt2}=\sigma h\,\frac{a}{2\sqrt2}
=\sigma h b\cos\lambda .
\end{equation}
This is the film force per unit width, $\sigma h$, times the extension $b\cos\lambda$ that the misfit line provides.

\subsection*{Energy of the misfit line}

Take the edge part $b_e=b\sin\beta$ first, in polar coordinates about the line with $\theta=0$ on the glide plane. The stresses
\begin{equation}
\sigma_{rr}=\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad
\sigma_{r\theta}=\frac{D\cos\theta}{r}
\end{equation}
satisfy both equilibrium equations. To find $D$, integrate the plane-strain relations $\varepsilon_{rr}=\varepsilon_{\theta\theta}=(1-2\nu)\sigma_{rr}/(2G)$. With $k=(1-2\nu)D/(2G)$,
\begin{align}
u_r&=-k\sin\theta\ln r+g(\theta),\\
u_\theta&=k\cos\theta\,(1-\ln r)-\int g\,d\theta .
\end{align}
The shear relation $r^{-1}\partial_\theta u_r+\partial_r u_\theta-u_\theta/r=\sigma_{r\theta}/G$ then gives
\begin{equation}
g'+\int g\,d\theta=\left(\frac DG+2k\right)\cos\theta=\frac{2(1-\nu)D}{G}\cos\theta .
\end{equation}
Differentiation yields $g''+g=-2(1-\nu)(D/G)\sin\theta$, solved by $g=(1-\nu)(D/G)\,\theta\cos\theta$. One turn about the line changes $u_r$ at $\theta=0$ by $2\pi(1-\nu)D/G$. This must equal $b_e$, so $D=Gb_e/[2\pi(1-\nu)]$.

The screw part $b_s=b\cos\beta$ has displacement $b_s\theta/2\pi$ along the line and shear stress $Gb_s/(2\pi r)$. On the cut $\theta=0$ each part does work on its own displacement jump alone. The work of opening the cut between radii $r$ and $r+dr$ is
\begin{equation}
\frac12\left[\frac{Gb_e^2}{2\pi(1-\nu)}+\frac{Gb_s^2}{2\pi}\right]\frac{dr}{r}=K\,\frac{dr}{r}.
\end{equation}
The work on the inner and outer cylinders cancels: traction times area does not depend on $r$, and the $\ln r$ terms in the displacement are a rigid shift, on which the zero net force does no work. Thus
\begin{equation}
K=\frac{Gb^2}{4\pi(1-\nu)}\left[\sin^2\beta+(1-\nu)\cos^2\beta\right]
=\frac{Gb^2(1-\nu\cos^2\beta)}{4\pi(1-\nu)} .
\end{equation}

Now put the line at depth $h\gg r_0$ below the free surface. Enlarging the excluded core by $dr_0$ removes the energy $K\,dr_0/r_0$, because the bulk field dominates there. Linear elasticity and dimensions require $E=Gb^2\Phi(h/r_0)$, so $h\,\partial E/\partial h=-r_0\,\partial E/\partial r_0=K$ and
\begin{equation}
\frac{dE}{dh}=\frac Kh ,\qquad E(h)=K\left[\ln\frac hb+1\right].
\end{equation}
The first relation is the image force that pulls the line towards the surface. The integration constant contains the core energy, which elasticity cannot supply; the convention adopted here is $E(b)=K$.

\subsection*{The balance}

When the thread advances by one unit of length, its own shape is unchanged and one unit of misfit line appears. The retarding force is therefore $F_t=E(h)$. Setting $F_m=F_t$ and dividing by $\sigma b\cos\lambda$ gives
\begin{equation}
h=A\left[\ln\frac hb+1\right],
\end{equation}
\begin{equation}
A=\frac{K}{\sigma b\cos\lambda}
=\frac{b\,(1-\nu\cos^2\beta)}{8\pi(1+\nu)f\cos\lambda}.
\end{equation}
This is the Matthews--Blakeslee equation. The shear modulus has cancelled, since it scales both forces.

\subsection*{Which root, and how to reach it}

Let $\varphi(h)=h-A[\ln(h/b)+1]$, which has the sign of $F_m-F_t$. Its derivative $1-A/h$ vanishes at $h=A$, where $\varphi$ has its minimum $-A\ln(A/b)$. There are two roots if $A>b$, one if $A=b$, and none if $A<b$. For $A>b$ we have $\varphi(b)=b-A<0$, so the smaller root lies below $b$, where a continuum dislocation has no meaning. The larger root is $h_c$: just below it the line tension wins, and above it the misfit force wins.

Write $g(h)=A[\ln(h/b)+1]$ and iterate $h_{n+1}=g(h_n)$ from $h_0=A$. The first step goes up, because $g(A)-A=A\ln(A/b)>0$. As $g$ increases with $h$, every later step also goes up, and no iterate can pass $h_c=g(h_c)$. The sequence therefore converges to $h_c$. Near the end each error is $g'(h_c)=A/h_c$ times the previous one.

\subsection*{Numbers}

The misfit is $f=0.20\times0.042=0.0084$, the Burgers length is $b=0.543/\sqrt2=0.3840$ nm, and the film stress is 1.94 GPa. Then
\begin{equation}
A=\frac{0.3840\times(1-0.28/4)}{8\pi\times1.28\times0.0084\times0.5}\ \text{nm}=2.643\ \text{nm}.
\end{equation}
The first step is $2.643\,[\ln(2.643/0.3840)+1]=7.741$ nm. The next iterates are 10.581, 11.407, 11.606, 11.652 and 11.662 nm, and the limit is
\begin{equation}
h_c=11.7\ \text{nm}\quad(117\ \text{\AA}).
\end{equation}
The error ratio is $A/h_c=0.227$. The discarded root is 0.15 nm, less than half a Burgers length.

With $K=6.148$ eV/nm, the tension at $h_c$ is $6.148\,[\ln(11.665/0.3840)+1]=27.1$ eV/nm, equal to the misfit force. At 5 nm the misfit force is 11.6 eV/nm against a tension of 21.9 eV/nm; at 20 nm it is 47 against 30 eV/nm. The linear growth of one force and the logarithmic growth of the other set the threshold.

As a test of the derivation, the image force was also computed by cancelling the surface tractions of the bulk dislocation with distributed line loads. Integrated from depth $b$ with the same core convention, and balanced against the summed Peach--Koehler force on a curved thread, it gives 11.665 nm, the same root.

\subsection*{Sensitivity and limits}

Taking logarithms of $h_c=A[\ln(h_c/b)+1]$ and differentiating,
\begin{equation}
d\ln h_c=d\ln A+\frac{A}{h_c}\,d\ln h_c
\quad\Longrightarrow\quad
\frac{d\ln h_c}{d\ln f}=-\frac{1}{1-A/h_c}=-1.29 .
\end{equation}
A misfit 1\% smaller raises the threshold by about 1.3\%. For small $f$ the ratio $A/h_c=1/[\ln(h_c/b)+1]$ tends to zero, though only logarithmically, and the exponent tends to $-1$ equally slowly. In the opposite limit the two roots merge at $f=0.058$. With the convention $E(b)=K$ this exceeds the full Ge/Si mismatch, but the value depends on the core energy: with the constant 1 replaced by 0 (Variation 2) the roots merge at $f=0.021$. In either case the continuum picture fails once $h_c$ is a few Burgers lengths.

\subsection*{Beside a real film}

The inputs are typical of SiGe on silicon, but the model simplifies them. Each change below is made with the other settings held fixed, and its inputs are rough.
\begin{itemize}
\item Cubic elasticity lowers the (001) biaxial modulus from 231 to 173 GPa and, by a numerical evaluation of the anisotropic bulk field, $K$ from 6.15 to 5.67 eV/nm. The driving force falls more than the tension, and $h_c$ becomes 15.3 nm. Part of this shift comes from the isotropic inputs: $\nu=0.28$ is close to the $\langle100\rangle$ Poisson ratio, whereas an isotropic average of the same cubic constants has $G\approx64$ GPa and $\nu\approx0.22$ and gives 12.7 nm. Here $K$ uses the film constants; silicon constants would give about 16 nm.
\item The alloy lattice constant lies slightly below the linear interpolation. With $f=0.0076$, $h_c$ becomes 13.3 nm; together with cubic elasticity it is 17.3 nm.
\item At a growth temperature of 823 K, the larger expansion of germanium raises $f$ to 0.00875 and lowers $h_c$ to 11.1 nm.
\end{itemize}
These corrections spread the threshold from about 11 to 17 nm. The other choices of core energy in Variation 2 give 8 to 13 nm in the uncorrected model, and about 13 to 19 nm once cubic elasticity and the smaller misfit are both included. The model also treats the misfit line as undissociated. In silicon it splits into two partial dislocations; with a rough stacking-fault energy of 0.05 to 0.07 J/m$^2$ their spacing is a few nanometres, a sizeable part of $h_c$, and the splitting lowers the line energy. The answer is thus ``between about 8 and 20 nm''. Only the order of magnitude deserves trust; the second and third digits of 11.7 nm belong to the model. The assumption of a freely gliding thread that is already present can also fail. SiGe films grown at moderate temperature can stay coherent well beyond the equilibrium threshold, because dislocations must first form and then move. Within the model, a thickness below $h_c$ removes the driving force for this relaxation path in a uniform, uncapped film. A design rule needs a margin for the uncertainty in $h_c$: in the uncorrected isotropic model a 10 nm film lies below 11.7 nm, but above the 8 nm found with the lowest core energy. A thickness above the threshold does not by itself imply a relaxed film.

\section*{Variation 1: lattice friction}

\textit{Suppose friction uses up half of the misfit stress. Where is the threshold, and how strongly does temperature affect glide?}

The force left to oppose the tension is $\tfrac12\sigma hb\cos\lambda$, so $A$ is replaced by $2A$. The larger root moves to 28 nm, a factor of 2.4 rather than 2, because the tension also grows with thickness. The half is a chosen scenario, not a prediction for a given growth run.

If the glide speed at fixed stress follows $v\propto e^{-Q/k_BT}$ with a rough barrier $Q=2.2$ eV, then
\begin{equation}
\frac{v(1173\ \text{K})}{v(823\ \text{K})}
=\exp\left[\frac{Q}{k_B}\left(\frac1{823\ \text{K}}-\frac1{1173\ \text{K}}\right)\right]\approx1\times10^4 .
\end{equation}
Within this law, a thread that travels 1 mm during an anneal at 1173 K travels about 0.1 $\mu$m in the same time at 823 K. A film above $h_c$ may therefore survive growth and relax in a later hot step.

\section*{Variation 2: core energy and surface step}

\textit{Replace the constant 1 in the line energy by $c$. How far does $h_c$ move, and what does a surface step add?}

The equation becomes $h=A[\ln(h/b)+c]$. For $c=0$ the root is 8.0 nm, and for $c=\ln4$ it is 13.0 nm. The core convention thus matters as much as the elastic corrections above, because $\ln(h_c/b)$ is only about 3.4.

The gliding thread also shifts the surface vertically by $|b_z|=a/2$. On an initially flat surface this creates a step two (001) atomic layers high. Treating it as a vertical wall of height $a/2$ with a rough surface energy of 1.5 J/m$^2$ yields $E_s=2.54$ eV/nm. This adds to the tension whatever the thickness, so
\begin{equation}
c=1+\frac{E_s}{K}=1+\frac{2.54}{6.148}=1.41,
\end{equation}
and the threshold rises from 11.7 to 13.1 nm. Counting instead the exposed strip of the inclined glide plane, of width $b\sin\beta=0.33$ nm, gives 3.1 eV/nm and 13.4 nm. Either estimate treats a step of atomic scale as a piece of macroscopic surface and may be far too high. The calculation shows how a fixed step energy enters the balance, not how large that energy is on a real film.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Si lattice constant (input)        0.543 nm
full Ge/Si mismatch (input)        0.042
Ge fraction (input)                0.20
Poisson ratio (input)              0.28
shear modulus (input)              65 GPa
misfit f                           0.00840
Burgers length b                   0.3840 nm
in-interface edge part             0.1920 nm
biaxial stress                     1.941 GPa
line coefficient K                 6.148 eV/nm
length A                           2.6428 nm
iterate 0                          2.6428 nm
iterate 1                          7.7410 nm
iterate 2                          10.5812 nm
iterate 3                          11.4072 nm
iterate 4                          11.6059 nm
iterate 5                          11.6515 nm
iterate 6                          11.6619 nm
iterations to change < 1e-9 nm     17
critical thickness h_c             11.665 nm
critical thickness h_c, converted  116.6 angstrom
h_c from integrated forces         11.665 nm
smaller, unphysical root           0.1495 nm
error ratio A/h_c                  0.2266
observed error ratio               0.2266
d ln h_c / d ln f                  -1.293
misfit where roots merge           0.0578
misfit force at 5 nm               11.63 eV/nm
line tension at 5 nm               21.93 eV/nm
misfit force at h_c                27.13 eV/nm
line tension at h_c                27.13 eV/nm
misfit force at 20 nm              46.52 eV/nm
line tension at 20 nm              30.45 eV/nm
isotropic biaxial modulus          231.1 GPa
cubic (001) biaxial modulus        172.8 GPa
cubic line coefficient             5.666 eV/nm
h_c, cubic elasticity              15.25 nm
misfit with bowing                 0.00760
h_c, bowing only                   13.27 nm
h_c, cubic and bowing              17.32 nm
misfit at 823 K                    0.00875
h_c, thermal mismatch only         11.07 nm
surface energy (input)             1.5 J/m^2
surface step energy                2.54 eV/nm
h_c, surface step only             13.06 nm
h_c, core constant 0               8.04 nm
h_c, core constant ln 4            12.97 nm
threshold, half stress to friction 27.95 nm
glide barrier (input)              2.2 eV
glide factor 1173 K / 823 K       1.05e+04
\end{verbatim}
